\section*{Electron emission from a half-space: transport approximation and Chandrasekhar's H function}

\section{The decision}

To turn the intensity of an Auger or photoelectron peak into a number of emitting atoms, one must choose an escape law. The simplest choice is straight-line motion, in which an electron born at depth $z$ and leaving at angle cosine $\mu$ survives with probability $e^{-z/(\lambda_i\mu)}$, where $\lambda_i$ is the inelastic mean free path. Elastic deflection changes this law. For the model parameters used below, chosen to make elastic scattering strong, the straight-line total yield is 24\% above the yield with deflection; in common solids the excess is smaller. The notes derive the correction for the yield and for each depth, and show where it should not be trusted.

\section{From the Boltzmann equation to one parameter}

Let $z>0$ be depth in a homogeneous, amorphous half-space and $\mu$ the cosine between the direction of motion and the outward normal. The steady angular flux $\varphi(z,\mu)$ counts electrons per area normal to their motion, time and solid angle. The source $S(z)$, per volume and time, emits isotropically at one energy. An inelastic event removes an electron from the peak. The surface neither refracts nor reflects.

Elastic scattering has mean free path $\lambda_e$ and angular distribution $p$. The transport approximation replaces $p$ by a forward part and an isotropic part,
\[
p\;\to\; a\,\delta(\Omega-\Omega')+\frac{1-a}{4\pi},\qquad a=\langle\cos\theta\rangle ,
\]
which has the correct mean cosine. The forward part changes nothing and cancels between loss and gain:
\[
\frac{1}{\lambda_e}\left[-\varphi+a\varphi+(1-a)\bar\varphi\right]
=\frac{\bar\varphi-\varphi}{\lambda_{tr}},\qquad
\frac1{\lambda_{tr}}=\frac{\langle1-\cos\theta\rangle}{\lambda_e},
\]
with $\bar\varphi=\frac12\int_{-1}^1\varphi\,d\mu'$. The loss rate of forward momentum is kept; finer angular detail is not.

Along a path element $ds$ the depth changes by $-\mu\,ds$, so
\[
-\mu\,\partial_z\varphi=-\frac{\varphi}{\lambda_i}-\frac{\varphi}{\lambda_{tr}}+\frac{\bar\varphi}{\lambda_{tr}}+\frac{S}{4\pi}.
\]
Define $1/\lambda_t=1/\lambda_i+1/\lambda_{tr}$, $\tau=z/\lambda_t$ and the single-scattering albedo
\[
\omega=\frac{\lambda_t}{\lambda_{tr}}=\frac{\lambda_i}{\lambda_i+\lambda_{tr}}<1,
\qquad \lambda_t=(1-\omega)\lambda_i .
\]
Multiplication by $-\lambda_t$ gives
\begin{equation}
\mu\,\partial_\tau\varphi=\varphi-J,\qquad
J=\frac\omega2\int_{-1}^1\varphi\,d\mu'+q,\qquad q=\frac{\lambda_tS}{4\pi}.
\label{rte}
\end{equation}
No electrons enter from vacuum: $\varphi(0,\mu)=0$ for $\mu<0$.

\section{Integral equation and reciprocity}

For $\mu>0$, (\ref{rte}) reads $\partial_\tau(\varphi e^{-\tau/\mu})=-Je^{-\tau/\mu}/\mu$. Integrating from $\tau$ to infinity, and treating $\mu=-m<0$ likewise from the surface,
\[
\varphi(\tau,\mu)=\int_\tau^\infty\! J(t)e^{-(t-\tau)/\mu}\frac{dt}{\mu},\qquad
\varphi(\tau,-m)=\int_0^\tau\! J(t)e^{-(\tau-t)/m}\frac{dt}{m}.
\]
Inserting both into $J$ gives $J=q+KJ$, where
\[
(KJ)(\tau)=\frac\omega2\int_0^\infty\! E_1(|\tau-t|)J(t)\,dt,\quad
E_1(x)=\int_0^1\! e^{-x/m}\frac{dm}{m}=\int_1^\infty\! e^{-yx}\frac{dy}{y}.
\]
Since $\int_{-\infty}^\infty E_1(|x|)dx=2$, $K$ shrinks both the maximum and the integral of $|J|$ by at least the factor $\omega$. The series $J=q+Kq+K^2q+\dots$ therefore converges to the unique solution, and $J\ge0$ if $q\ge0$.

Let $J(\tau;s)$ be the solution for $q=e^{-s\tau}$. The emitted current per surface area and solid angle is
\[
\mu\varphi(0,\mu)=\int_0^\infty e^{-t/\mu}\,[(1-K)^{-1}q](t)\,dt
=\int_0^\infty J(\tau;1/\mu)\,q(\tau)\,d\tau ,
\]
because the kernel is symmetric and $(1-K)^{-1}$ may be moved to the other factor. With $q\,d\tau=S\,dz/4\pi$,
\begin{equation}
\frac{dY}{d\Omega}=\frac1{4\pi}\int_0^\infty S(z)\,f(z/\lambda_t,\mu)\,dz,\qquad f(\tau,\mu)=J(\tau;1/\mu).
\label{weight}
\end{equation}
The depth weight $f$ replaces the straight-line factor $e^{-z/(\lambda_i\mu)}$.

\section{The depth weight}

Substituting $x=\tau-t$ in $KJ$ moves $\tau$ into the limit and the argument of $J$. Differentiation gives
\[
J'=-se^{-s\tau}+J(0;s)\,\frac\omega2E_1(\tau)+KJ' .
\]
For $s>0$ the same iteration applied to $J'$ converges in the integral norm, which justifies the derivative. Let $\Phi$ solve $\Phi=\frac\omega2E_1+K\Phi$. By linearity and uniqueness,
\begin{equation}
J'(\tau;s)=-sJ(\tau;s)+J(0;s)\,\Phi(\tau).
\label{ode}
\end{equation}
Writing $H(1/s)=J(0;s)$ and solving at $s=1/\mu$,
\begin{equation}
f(\tau,\mu)=H(\mu)\left[e^{-\tau/\mu}+\int_0^\tau e^{-(\tau-t)/\mu}\,\Phi(t)\,dt\right].
\label{f}
\end{equation}

Let hats denote Laplace transforms in $\tau$. From (\ref{ode}), $p\hat J-J(0;s)=-s\hat J+J(0;s)\hat\Phi(p)$, hence
\[
\hat J(p;s)=\frac{J(0;s)\,[1+\hat\Phi(p)]}{p+s}.
\]
Symmetry of $K$ makes $\hat J(p;s)=\hat J(s;p)$, so $J(0;s)/[1+\hat\Phi(s)]$ is a constant. As $s\to\infty$ the source vanishes except at $\tau=0$, the scattered part of $J(0;s)$ tends to zero and $\hat\Phi\to0$; the constant is 1. Thus
\begin{equation}
H(1/s)=1+\hat\Phi(s),\qquad
\hat J(p;s)=\frac{H(1/p)\,H(1/s)}{p+s}.
\label{bilinear}
\end{equation}

\section{Chandrasekhar's equation and the yields}

Evaluate $J=e^{-s\tau}+KJ$ at $\tau=0$, using the second form of $E_1$ and then $y=1/\mu'$:
\[
H(1/s)=1+\frac\omega2\int_1^\infty\frac{dy}{y}\hat J(y;s)
=1+\frac\omega2H(1/s)\int_0^1\frac{H(\mu')\,d\mu'}{1+s\mu'} .
\]
For $s=1/\mu$ this is Chandrasekhar's equation,
\begin{equation}
H(\mu)=1+\frac\omega2\,H(\mu)\int_0^1\frac{\mu\,H(\mu')}{\mu+\mu'}\,d\mu' .
\label{chandra}
\end{equation}
Let $\alpha_n=\int_0^1\mu^nH\,d\mu$. Integrate (\ref{chandra}) over $\mu$; exchanging $\mu$ and $\mu'$ and averaging replaces $\mu/(\mu+\mu')$ by $\frac12$. Therefore $\alpha_0=1+\omega\alpha_0^2/4$, or $(1-\omega\alpha_0/2)^2=1-\omega$. The limit $s\to0$ gives $H(\infty)(1-\omega\alpha_0/2)=1$ with $H(\infty)>0$, which selects the positive root:
\[
H(\infty)=\frac1{\sqrt{1-\omega}},\qquad \alpha_0=\frac{2(1-\sqrt{1-\omega})}{\omega}.
\]

For a uniform source $S_0$, (\ref{weight}) needs $\int_0^\infty f\,d\tau=\hat J(0;1/\mu)=\mu H(\mu)/\sqrt{1-\omega}$. Multiplying by $S_0\lambda_t/4\pi$ and using $\lambda_t=(1-\omega)\lambda_i$,
\begin{equation}
\frac{dY}{d\Omega}=\frac{S_0\lambda_i\mu}{4\pi}\,\sqrt{1-\omega}\,H(\mu),\qquad
Y=\frac{S_0\lambda_i}{2}\sqrt{1-\omega}\,\alpha_1 .
\label{yield}
\end{equation}
The second result is the first integrated with $2\pi\,d\mu$. Straight-line motion gives $S_0\lambda_i\mu/4\pi$ and $S_0\lambda_i/4$.

Since $\Phi>0$, $H(1/s)$ falls with $s$, so $H(\mu)<H(\infty)$ and the ratio $\sqrt{1-\omega}\,H(\mu)$ is below 1 for every $\mu$ and $0<\omega<1$. For weak elastic scattering, setting $H=1$ under the integral in (\ref{chandra}) gives
\[
\sqrt{1-\omega}\,H(\mu)\simeq1-\frac\omega2\left[1-\mu\ln(1+1/\mu)\right].
\]
For $\lambda_i\gg\lambda_{tr}$, $\alpha_1$ stays between $\frac12$ and 2 while $\sqrt{1-\omega}\simeq\sqrt{\lambda_{tr}/\lambda_i}$. The yield then scales as $\sqrt{\lambda_i\lambda_{tr}}$, not as $\lambda_i$.

\section{Explicit forms of $H$ and $\Phi$}

Write (\ref{chandra}) as $1/H(1/s)=1-A(s)$ with $A(s)=\frac\omega2\int_0^1H(m)\,dm/(1+sm)$. In the product $A(s)A(-s)$ use
\[
\frac1{(1+sm)(1-sn)}=\frac1{m+n}\left[\frac m{1+sm}+\frac n{1-sn}\right].
\]
By (\ref{chandra}), one integration in each term turns $H$ into $H-1$, so
\[
A(s)A(-s)=A(s)+A(-s)-\frac\omega2\int_0^1\!\left[\frac1{1+sm}+\frac1{1-sm}\right]dm .
\]
Consequently
\begin{equation}
\frac1{H(1/s)H(-1/s)}=T(s)=1-\omega\int_0^1\frac{dm}{1-s^2m^2}=1-\frac\omega s\,\mathrm{artanh}\,s .
\label{factor}
\end{equation}

The function $F(s)=\ln H(1/s)$ is analytic for $\mathrm{Re}\,s>0$: $1+\hat\Phi$ is finite there, and so is $1-A$, which excludes zeros of $H$. It vanishes at infinity. Cauchy's formula for the point $s>0$ inside this region, and for $-s$ outside it, gives
\[
F(s)=\int_{-\infty}^\infty\frac{F(iy)}{s-iy}\frac{dy}{2\pi},\qquad
0=\int_{-\infty}^\infty\frac{F(iy)}{s+iy}\frac{dy}{2\pi}.
\]
Add the two, pair $y$ with $-y$, and use $F(iy)+F(-iy)=-\ln T(iy)$. With $s=1/\mu$,
\begin{equation}
\ln H(\mu)=-\frac\mu\pi\int_0^\infty\frac{\ln\left(1-\omega\,\arctan(y)/y\right)}{1+\mu^2y^2}\,dy .
\label{closed}
\end{equation}

For $\Phi$, continue $H(1/s)=1/[T(s)H(-1/s)]$ to $\mathrm{Re}\,s<0$ and close the inverse Laplace contour there. $T$ falls from $1-\omega$ at $s=0$ to $-\infty$ at $s=1$, so it has one zero $k$ in between, and $-k$ by symmetry. Off the cuts $|s|>1$ there are no others: for complex $s^2$ the integral in (\ref{factor}) has a nonzero imaginary part, and for imaginary $s$, $T\ge1-\omega$. Using $\mathrm{artanh}\,k=k/\omega$,
\[
T'(k)=\frac1k-\frac{\omega}{k(1-k^2)}=-\frac{\omega+k^2-1}{k(1-k^2)},\qquad T'(-k)=-T'(k).
\]
The pole at $-k$ thus has residue $C=k(1-k^2)/[(\omega+k^2-1)H(1/k)]$. On the cut, at $s=-y+i0$ with $y=1/\nu>1$,
\[
T=1-\omega\nu\,\mathrm{artanh}\,\nu+\frac{i\pi\omega\nu}2 .
\]
The cut contributes $-\frac1\pi\mathrm{Im}\,H(1/s)$ as the weight of $e^{-yt}\,dy$. With $dy=d\nu/\nu^2$,
\begin{equation}
\Phi(t)=Ce^{-kt}+\int_0^1\!\rho(\nu)e^{-t/\nu}d\nu,\quad
\rho=\frac{\omega/(2\nu)}{H(\nu)\left[(1-\omega\nu\,\mathrm{artanh}\,\nu)^2+(\pi\omega\nu/2)^2\right]}.
\label{phi}
\end{equation}

\section{Reading the depth distribution}

At the surface $f(0,\mu)=H(\mu)>1$: electrons that start inward can be turned back. At great depth the term $e^{-kt}$ dominates (\ref{phi}), because $k<1\le1/\nu$, and (\ref{f}) gives
\[
f\simeq\frac{C\mu H(\mu)}{1-k\mu}\,e^{-z/L},\qquad L=\frac{\lambda_t}k ,
\]
with one decay length for all directions. This form needs $\tau\gg1/(1-k)$, and $1-k\simeq2e^{-2/\omega}$ for small $\omega$. At $\omega=0.6$, $\mu=1$ the exact $f$ is 0.87 of it at $\tau=12$; at $\omega=0.3$, $\tau=20$ the exact $f$ is still 0.35 ($\mu=1$) and 2.1 ($\mu=0.2$) times it, so for small albedo (\ref{f}) itself must be used. Sufficiently deep sources are enhanced over the straight-line law when $\lambda_i\mu<L$, but near this threshold the enhancement starts very deep: in the example below at 13 nm for $\mu=0.38$ and at 39 nm for $\mu=0.42$. At $s=1-\omega$ the integral in (\ref{factor}) is below $1/(1-s)=1/\omega$, so $T>0$ there and $k>1-\omega$. Hence $L<\lambda_i$, and deep sources are suppressed at normal emission.

The mean escape depth for a uniform source is $-\lambda_t\,\partial_p\ln\hat J(p;1/\mu)$ at $p=0$. Expanding $1/H(1/p)=1-A(p)=\sqrt{1-\omega}+p\,\omega\alpha_1/2+\dots$ in (\ref{bilinear}) gives
\begin{equation}
\bar z(\mu)=\lambda_t\left[\mu+\frac{\omega\alpha_1}{2\sqrt{1-\omega}}\right].
\label{mean}
\end{equation}
One electron born at depth $z$ escapes in some direction with probability $\frac12\int_0^1f\,d\mu$, which is $\alpha_0/2$ at the surface.

\section{Worked example}

The following values do not describe a particular material. Rough estimates for Si, Cu and Au between 0.3 and 2 keV give $\omega$ of about 0.1 to 0.45, for which the straight-line total yield is too high by about 2 to 14\%. Take the model values $\lambda_i=3$ nm, $\lambda_{tr}=2$ nm and $S_0=10^{24}\ \mathrm{m^{-3}s^{-1}}$. Then $\omega=3/5=0.6$, $\lambda_t=6/5=1.2$ nm and $\sqrt{1-\omega}=0.6325$. Equation (\ref{closed}) gives $H(1)=1.3354$ and $\alpha_1=0.6366$. At normal emission the ratio to straight-line motion is $0.6325\times1.3354=0.845$, and the current is $2.02\times10^{14}\ \mathrm{m^{-2}s^{-1}sr^{-1}}$. At $\mu=0.2$ the ratio is 0.724. For the total yield it is $2\times0.6325\times0.6366=0.805$, so
\[
Y=0.805\times7.50\times10^{14}=6.04\times10^{14}\ \mathrm{m^{-2}s^{-1}} .
\]

The second term in (\ref{mean}) is $0.6\times0.6366/(2\times0.6325)=0.302$. The mean escape depth at normal emission is $1.2\times1.302=1.56$ nm, about half the straight-line 3 nm. At $\mu=0.2$ it is $1.2\times0.502=0.60$ nm, equal to the straight-line value at this precision. The distributions nevertheless differ. The weight $f$ exceeds the exponential down to 0.09 nm, lies below it to 2.48 nm, and exceeds it again beyond. At 8 nm it is $2.0\times10^{-4}$ against $1.6\times10^{-6}$. At $\mu=1$ there is one crossing, at 1.80 nm, and at 8 nm $f=0.0073$ against 0.069. This agrees with the criterion $\mu<L/\lambda_i=0.441$, where $k=0.907$ and $L=1.32$ nm. A matching mean depth is thus no licence to use the exponential for a buried layer.

\section{How far the approximation holds}

Two errors must be kept apart. The solution of (\ref{rte}) was tested by diagonalizing a discrete-ordinates form of the transport equation; $H$ and $f$ agree to better than $10^{-9}$, relative, at the angles and depths compared. The replacement of real scattering by isotropic scattering is a separate matter. It was examined by following electron tracks with forward-peaked screened Rutherford scattering, $p\propto(1-\cos\theta+2\eta)^{-2}$, with $\eta=0.05$ and $\lambda_e=0.439$ nm, which gives the same $\lambda_{tr}$.

The total ratio is then $0.807\pm0.002$, against 0.805 from (\ref{yield}). The angular distribution fares worse. Averaged over $0<\mu<0.25$ the ratio is about 0.59, where the formula gives 0.71, about 20\% too high relative to the forward-peaked result. For $0.75<\mu<1$ the formula gives 0.83 instead of about 0.87, 4\% too low. In this case the errors nearly cancel in the total yield, but grazing intensities call for the true angular distribution.

The depth weight is affected as well. Solving the transport equation with the same forward-peaked distribution gives a decay length of 1.21 nm instead of 1.32 nm and mean escape depths of 1.45 nm ($\mu=1$) and 0.73 nm ($\mu=0.2$) instead of 1.56 and 0.60 nm. At 8 nm and $\mu=1$, (\ref{f}) is too large by a factor 1.8. The matching mean depth at $\mu=0.2$ is thus a feature of the isotropic model, while the strong enhancement at 8 nm and $\mu=0.2$ remains ($2.2\times10^{-4}$). All these errors refer to one model cross section at a large albedo; they are not error bars for a real solid.

The formulas also need changes for anisotropic photoemission, refraction at a surface barrier, diffraction in crystals, and a loss probability that varies near the surface. Each breaks an assumption made in setting up (\ref{rte}). The numerical output lists the yields and the isotropic depth weights of the worked example.

\section*{Computed values}
\begin{verbatim}
lam_i = 3.0 nm, lam_tr = 2.0 nm, lam_t = 1.20 nm
albedo w = 0.600, sqrt(1-w) = 0.63246, S0 = 1.0e+24 m^-3 s^-1
H moments: alpha0 = 1.22515, alpha1 = 0.63663
k = 0.907332, C = 0.28109, L = lam_t/k = 1.3226 nm
deep enhancement for mu below L/lam_i = 0.4409
mu, H, ratio to straight line, dY/dOmega (m^-2 s^-1 sr^-1)
  1.0  1.33541  0.84459  2.0163e+14
  0.5  1.24581  0.78792  9.4051e+13
  0.2  1.14516  0.72427  3.4581e+13
total yield Y = 6.0396e+14 m^-2 s^-1
straight-line yield = 7.5000e+14 m^-2 s^-1
total ratio: formula 0.80528, Monte Carlo 0.8073 +- 0.0022
mean escape depth mu=1.0: 1.5624 nm, straight 3.00 nm
mean escape depth mu=0.2: 0.6024 nm, straight 0.60 nm
z (nm), f(mu=1), straight(mu=1), f(mu=0.2), straight(mu=0.2)
  0.0  1.3354e+00  1.0000e+00  1.1452e+00  1.0000e+00
  0.5  1.1586e+00  8.4648e-01  2.4712e-01  4.3460e-01
  1.0  8.8948e-01  7.1653e-01  8.2199e-02  1.8888e-01
  2.0  4.8284e-01  5.1342e-01  2.4673e-02  3.5674e-02
  4.0  1.2615e-01  2.6360e-01  4.5443e-03  1.2726e-03
  8.0  7.3120e-03  6.9483e-02  1.9912e-04  1.6196e-06
crossing depths mu=1.0: 1.797 nm
crossing depths mu=0.2: 0.093, 2.481 nm
mu bin: ratio by formula, isotropic MC, forward-peaked MC
  0.00-0.25  0.7121  0.7131  0.5937
  0.25-0.50  0.7677  0.7705  0.7241
  0.50-0.75  0.8065  0.8137  0.8109
  0.75-1.00  0.8339  0.8320  0.8696
forward-peaked model: eta = 0.05, <1-cos> = 0.2197, lam_e = 0.4393 nm
forward-peaked total ratio = 0.8067 +- 0.0021
escape probability: formula, isotropic MC, forward-peaked MC
  z = 0.0 nm: 0.6126  0.6128  0.6300
  z = 2.0 nm: 0.0889  0.0893  0.0898
largest relative deviation from discrete ordinates: H 1.4e-10, f 7.5e-10
\end{verbatim}
